\section*{Blount's position operator in Bloch representation: two derivations and their assumptions}

\section{Which matrix elements to compute}

When a uniform electric field is described by a scalar potential, it couples to the position $\mathbf r$. A calculation of the response of a crystal then needs matrix elements of $\mathbf r$, while its wave functions are stored in one periodic cell. Integrating $\mathbf r$ over that cell gives a number that depends on where the cell boundary is drawn. One must therefore decide what to compute instead: velocity elements divided by energy differences, derivatives of the cell functions with respect to wave vector, or both. One must also decide whether the velocity may be replaced by the momentum. The form of $\mathbf r$ in the Bloch representation settles these questions.

Hartree atomic units are used, with $\hbar=1$. The one-electron Hamiltonian $H$ is periodic in $d$ dimensions, with lattice vectors $\mathbf R$ and cell volume $\Omega$. The crystal is infinite. Define
\begin{equation}
H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r},\qquad
H_{\mathbf k}u_{n\mathbf k}=E_n(\mathbf k)u_{n\mathbf k},
\end{equation}
where the $u_{n\mathbf k}$ are periodic, complete and orthonormal in one cell. Brackets $\langle u|w\rangle$ between periodic functions denote integrals over one cell. The Bloch functions are
\begin{equation}
\psi_{n\mathbf k}=C e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k},\qquad C=\left[\Omega/(2\pi)^d\right]^{1/2}.
\end{equation}
To verify the factor $C$, split the integral over all space into cells:
\begin{align}
\langle\psi_{n\mathbf k}|\psi_{m\mathbf k'}\rangle
&=C^2\sum_{\mathbf R}e^{i(\mathbf k'-\mathbf k)\cdot\mathbf R}
\int_{\rm cell}e^{i(\mathbf k'-\mathbf k)\cdot\mathbf r}u^*_{n\mathbf k}u_{m\mathbf k'}\,d\mathbf r\nonumber\\
&=\delta(\mathbf k-\mathbf k')\,\delta_{nm}.
\end{align}
Within one zone the lattice sum is $C^{-2}\delta(\mathbf k-\mathbf k')$, and at $\mathbf k'=\mathbf k$ the cell integral is $\delta_{nm}$.

Let $f(\mathbf r)$ be smooth and rapidly decaying, with amplitudes $f_n(\mathbf k)=\langle\psi_{n\mathbf k}|f\rangle$. Write $\nabla$ for the gradient in $\mathbf k$ at fixed $\mathbf r$. The result is
\begin{equation}
(\mathbf r f)_n=i\nabla f_n+\sum_m\mathbf A_{nm}f_m,\qquad
\mathbf A_{nm}=i\langle u_n|\nabla u_m\rangle,
\label{eq:position}
\end{equation}
and, wherever $\omega_{nm}=E_n-E_m\neq0$,
\begin{equation}
\mathbf A_{nm}=\mathbf r_{nm}=\frac{\mathbf v_{nm}}{i\omega_{nm}},\qquad
\mathbf v=i[H,\mathbf r].
\label{eq:inter}
\end{equation}
Here $\mathbf v_{nm}$ is the cell matrix element of $e^{-i\mathbf k\cdot\mathbf r}\mathbf v e^{i\mathbf k\cdot\mathbf r}$.

\section{First derivation: folding into one cell}

Fold $f$ into a periodic function,
\begin{equation}
F_{\mathbf k}(\mathbf r)=\sum_{\mathbf R}e^{-i\mathbf k\cdot(\mathbf r+\mathbf R)}f(\mathbf r+\mathbf R).
\end{equation}
A shift of $\mathbf r$ by a lattice vector merely relabels the sum. Since $u_n(\mathbf r+\mathbf R)=u_n(\mathbf r)$,
\begin{align}
f_n(\mathbf k)&=C\sum_{\mathbf R}\int_{\rm cell}u_n^*(\mathbf r)
e^{-i\mathbf k\cdot(\mathbf r+\mathbf R)}f(\mathbf r+\mathbf R)\,d\mathbf r
=C\langle u_n|F_{\mathbf k}\rangle.
\label{eq:fold}
\end{align}
Now fold $\mathbf r f$ instead of $f$. Each term acquires the factor $\mathbf r+\mathbf R$, which a derivative of the exponential supplies:
\begin{equation}
i\nabla e^{-i\mathbf k\cdot(\mathbf r+\mathbf R)}=(\mathbf r+\mathbf R)e^{-i\mathbf k\cdot(\mathbf r+\mathbf R)}.
\end{equation}
The folded form of $\mathbf r f$ is therefore $i\nabla F_{\mathbf k}$. The decay of $f$ allows the sum to be differentiated term by term. Using Eq.~\eqref{eq:fold} for $\mathbf r f$, and then the product rule,
\begin{align}
(\mathbf r f)_n&=C\langle u_n|i\nabla F_{\mathbf k}\rangle
=i\nabla\left(C\langle u_n|F_{\mathbf k}\rangle\right)-iC\langle\nabla u_n|F_{\mathbf k}\rangle\nonumber\\
&=i\nabla f_n-i\sum_m\langle\nabla u_n|u_m\rangle\,C\langle u_m|F_{\mathbf k}\rangle\nonumber\\
&=i\nabla f_n+\sum_m\left(-i\langle\nabla u_n|u_m\rangle\right)f_m .
\label{eq:first}
\end{align}
The second line uses completeness in the cell. If $u_m$ is differentiable too, the gradient of $\langle u_n|u_m\rangle=\delta_{nm}$ gives $\langle\nabla u_n|u_m\rangle=-\langle u_n|\nabla u_m\rangle$. The bracket is then $i\langle u_n|\nabla u_m\rangle=\mathbf A_{nm}$, which proves Eq.~\eqref{eq:position}.

For the interband elements, differentiate $H_{\mathbf k}$:
\begin{equation}
\nabla H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}(-i\mathbf rH+iH\mathbf r)e^{i\mathbf k\cdot\mathbf r}
=e^{-i\mathbf k\cdot\mathbf r}\mathbf v e^{i\mathbf k\cdot\mathbf r}.
\end{equation}
The commutator is periodic although $\mathbf r$ is not, because a lattice translation adds $i[H,\mathbf R]=0$ to it. Differentiating $H_{\mathbf k}u_n=E_nu_n$ and projecting on $u_m$ with $m\neq n$ gives
\begin{equation}
\mathbf v_{mn}+E_m\langle u_m|\nabla u_n\rangle=E_n\langle u_m|\nabla u_n\rangle ,
\end{equation}
so that $\mathbf v_{mn}=\omega_{nm}\langle u_m|\nabla u_n\rangle$. The complex conjugate, with $\mathbf v$ Hermitian, is $\mathbf v_{nm}=\omega_{nm}\langle\nabla u_n|u_m\rangle$. Hence
\begin{equation}
\mathbf A_{nm}=-i\langle\nabla u_n|u_m\rangle=-i\frac{\mathbf v_{nm}}{\omega_{nm}}
=\frac{\mathbf v_{nm}}{i\omega_{nm}} .
\end{equation}

\section{Second derivation: acting on a superposition}

Start from the expansion $f=\sum_m\int f_m\psi_{m\mathbf k}\,d\mathbf k$ over one zone. The gradient of a Bloch function is
\begin{equation}
\nabla\psi_{m\mathbf k}=i\mathbf r\psi_{m\mathbf k}+Ce^{i\mathbf k\cdot\mathbf r}\nabla u_m ,
\end{equation}
and multiplication by $-i$ gives
\begin{equation}
\mathbf r\psi_{m\mathbf k}=-i\nabla\psi_{m\mathbf k}+iCe^{i\mathbf k\cdot\mathbf r}\nabla u_m .
\end{equation}
Insert this into the expansion and integrate the first term by parts:
\begin{equation}
\int f_m(-i\nabla\psi_{m\mathbf k})\,d\mathbf k
=-i\int\nabla(f_m\psi_{m\mathbf k})\,d\mathbf k+\int(i\nabla f_m)\psi_{m\mathbf k}\,d\mathbf k .
\end{equation}
For an isolated band the first integral on the right vanishes. A phase change of $\psi_{m\mathbf k}$ is cancelled by the opposite change of $f_m$, so $f_m\psi_{m\mathbf k}$ does not depend on the phase. Because $\psi_{m,\mathbf k+\mathbf K}$ differs from $\psi_{m\mathbf k}$ by a phase for any reciprocal lattice vector $\mathbf K$, the product is periodic in $\mathbf k$, and opposite zone faces cancel. If no phase choice is smooth over the whole zone, the zone is divided into patches, and the contributions of shared patch boundaries cancel for the same reason.

In the remaining term expand $\nabla u_m=\sum_nu_n\langle u_n|\nabla u_m\rangle$. Then
\begin{align}
\mathbf r f&=\sum_m\int\Big[(i\nabla f_m)\psi_{m\mathbf k}
+f_m\sum_n i\langle u_n|\nabla u_m\rangle\psi_{n\mathbf k}\Big]d\mathbf k\nonumber\\
&=\sum_n\int\Big[i\nabla f_n+\sum_m\mathbf A_{nm}f_m\Big]\psi_{n\mathbf k}\,d\mathbf k .
\end{align}
The second line exchanges the two band sums. The coefficient of $\psi_{n\mathbf k}$ is Eq.~\eqref{eq:position}. Written as a kernel,
\begin{equation}
\langle\psi_{n\mathbf k}|\mathbf r|\psi_{m\mathbf k'}\rangle
=i\delta_{nm}\nabla\delta(\mathbf k-\mathbf k')+\delta(\mathbf k-\mathbf k')\mathbf A_{nm}(\mathbf k).
\end{equation}
The symbol $\mathbf r_{nm}$ in Eq.~\eqref{eq:inter} thus means the factor of $\delta(\mathbf k-\mathbf k')$, not an integral over all space.

The interband formula now follows without differentiating an eigenvalue equation. Since $(Hf)_m=E_mf_m$,
\begin{align}
(\mathbf v f)_n&=i\left[E_n(\mathbf r f)_n-(\mathbf rHf)_n\right]\nonumber\\
&=i\Big[iE_n\nabla f_n-i\nabla(E_nf_n)+\sum_m(E_n-E_m)\mathbf A_{nm}f_m\Big]\nonumber\\
&=(\nabla E_n)f_n+\sum_m i\omega_{nm}\mathbf A_{nm}f_m .
\end{align}
The velocity is periodic, so $(\mathbf v f)_n=\sum_m\mathbf v_{nm}f_m$ at each $\mathbf k$. Comparing coefficients gives
\begin{equation}
\mathbf v_{nm}=\delta_{nm}\nabla E_n+i\omega_{nm}\mathbf A_{nm}.
\label{eq:velocity}
\end{equation}
For $n\neq m$ this is Eq.~\eqref{eq:inter}. For $n=m$ the connection drops out because $\omega_{nn}=0$: the diagonal velocity element is the slope of the band and does not contain $\mathbf A_{nn}$.

\section{What the two derivations assume}

The first derivation works at a single $\mathbf k$. It needs $u_n$ to be differentiable there, which a suitable phase choice provides if band $n$ is isolated near that point. The other bands may touch one another, since the form $-i\langle\nabla u_n|u_m\rangle$ contains no derivative of $u_m$. Equation~\eqref{eq:first} does not use the eigenvalue equation either. It therefore holds for any differentiable, complete orthonormal frame in the cell, including one that mixes bands which cross.

The second derivation works on the whole zone. It needs every band present in $f$ to be differentiable throughout, at least patch by patch, and it needs the band sums to be exchangeable. If bands touch at some point, that point must be cut out and its boundary contribution shown to vanish. In return, this route gives the kernel and shows why $\mathbf A_{nn}$ is absent from the diagonal velocity element. The interband elements do carry some information about it: in three dimensions, for an isolated band, they fix its curl, $\nabla\times\mathbf A_{nn}=i\sum_{m\neq n}\mathbf v_{nm}\times\mathbf v_{mn}/\omega_{nm}^2$, which does not depend on the phases.

Both derivations require $\mathbf r f$ to be normalizable. Neither assigns a position to a single Bloch wave. At a degeneracy, $\omega_{nm}=0$, the division in Eq.~\eqref{eq:inter} is not allowed.

The diagonal element depends on phase. Under $u_n\to e^{-i\theta_n(\mathbf k)}u_n$ one has $f_n\to e^{i\theta_n}f_n$, and
\begin{equation}
\mathbf A_{nn}\to\mathbf A_{nn}+\nabla\theta_n,\qquad
\mathbf A_{nm}\to e^{i(\theta_n-\theta_m)}\mathbf A_{nm}\quad(n\neq m).
\end{equation}
The gradient term produces $i\nabla(e^{i\theta_n}f_n)=e^{i\theta_n}(i\nabla f_n-f_n\nabla\theta_n)$. Its extra piece cancels the shift of $\mathbf A_{nn}$, so $(\mathbf r f)_n$ acquires the same phase as $f_n$. The gradient and the diagonal connection must therefore be kept together.

Two limits show what the terms mean. With no potential, the cell functions can be taken as $\Omega^{-1/2}e^{i\mathbf G\cdot\mathbf r}$, with $\mathbf G$ a reciprocal lattice vector. They do not depend on $\mathbf k$, so $\mathbf A=0$ and $\mathbf r=i\nabla$, as in the momentum representation. In the opposite limit, let orthonormal orbitals $w_n$ on different sites not overlap, and take $u_n=\sum_{\mathbf R}e^{-i\mathbf k\cdot(\mathbf r-\mathbf R)}w_n(\mathbf r-\mathbf R)$. Then $i\nabla$ multiplies each term by $\mathbf r-\mathbf R$, only equal sites contribute to the cell integral, and
\begin{equation}
\mathbf A_{nm}=\int w_n^*\,\mathbf r\,w_m\,d\mathbf r ,
\end{equation}
the position matrix of one isolated site.

\section{A one-dimensional crystal}

Consider the local potential
\begin{equation}
V(x)=-V_1\cos(2\pi x/a)+V_2\sin(4\pi x/a),
\end{equation}
with $a=6$ bohr, $V_1=0.30$ and $V_2=0.20$ hartree. The Hamiltonian $p^2/2+V$ was diagonalized in 21 plane waves, and derivatives in $k$ were taken by central differences. The phases are fixed by $\psi_{nk}(0)>0$.

At $k=0.20$ bohr$^{-1}$ the two lowest energies are $-0.0736$ and $0.3749$ hartree, so $\omega_{12}=-0.4485$ hartree. The velocity element is $v_{12}=-0.3410+0.0266i$ atomic units, and
\begin{equation}
\frac{v_{12}}{i\omega_{12}}=\frac{-0.3410+0.0266i}{-0.4485\,i}=-0.059-0.760i\ \text{bohr}.
\end{equation}
Differentiating the cell functions gives the same value.

Now take a wave packet
\begin{equation}
f(x)=(2\pi\sigma^2)^{-1/4}\exp\left[-\frac{(x-x_0)^2}{4\sigma^2}+iq_0x\right]
\end{equation}
with $x_0=2$ bohr, $\sigma=1$ bohr and $q_0=0.40$ bohr$^{-1}$. For band 1 at the same $k$, the gradient, diagonal and interband terms are, in bohr$^{3/2}$,
\begin{align}
(xf)_1&=(0.954+0.453i)+(-0.105-0.041i)+(0.133+0.291i)\nonumber\\
&=0.982+0.704i\quad\text{(summed before rounding)}.
\end{align}
Multiplying the packet by $x$ in real space and projecting it on $\psi_{1k}$ by quadrature also gives $0.982+0.704i$. The interband term has modulus $0.320$ and the total $1.208$, so omitting the other bands makes an error of 26\% relative to the modulus of the total.

Changing the phase by $\theta_1=0.30\sin(ka)$ moves $A_{11}$ from $-0.163$ to $0.490$ bohr. The shift, $0.652$ bohr, is $d\theta_1/dk=0.30\,a\cos(ka)$ at this $k$. A value of $A_{11}$ at one wave vector is thus not an observable position.

\subsection{Growth towards the zone edge}

The modulus $|x_{12}|$ is $0.440$ bohr at $k=0$, $0.763$ bohr at $k=0.20$ bohr$^{-1}$ and $1.769$ bohr at $k=\pi/a$. The corresponding gaps are $0.559$, $0.448$ and $0.298$ hartree. From the centre to the edge the element grows by a factor $4.02$. The smaller gap supplies $0.5587/0.2985=1.87$. The remaining factor, $2.15$, is the growth of $|v_{12}|=|x_{12}\omega_{12}|$ from $0.246$ to $0.528$ atomic units.

The edge value can be estimated to leading order in a weak potential. The plane waves with momenta $\pm\pi/a$ are degenerate and coupled by $-V_1/2$. Their even and odd combinations are split by $V_1$, and the momentum element between them has modulus $\pi/a$. Therefore
\begin{equation}
|x_{12}|\simeq\frac{\pi}{aV_1}=\frac{0.5236}{0.30}=1.75\ \text{bohr},
\end{equation}
about 1\% below the 21-wave result. This closeness is partly accidental. The corrections from $V_1$ and $V_2$ have opposite signs, both in the momentum element and in the gap, and largely cancel here. With $V_2=0$ the full element would exceed the estimate by 5.5\%. The estimate diverges as $V_1\to0$, where the two bands become degenerate and Eq.~\eqref{eq:inter} no longer applies.

\subsection{When momentum is not velocity}

For $H=p^2/2+V(\mathbf r)$, the relation $i[p_j^2/2,r_j]=p_j$ gives $\mathbf v=\mathbf p$. A nonlocal potential $W$ adds $i[W,\mathbf r]$. As an illustration, add
\begin{equation}
W=w_0\sum_R|\chi_R\rangle\langle\chi_R|,\qquad
\chi_R(x)\propto e^{-(x-R)^2/(2s^2)},
\end{equation}
with $\chi_R$ normalized, $w_0=-0.40$ hartree and $s=1$ bohr. At $k=0.20$ bohr$^{-1}$ the differentiated cell functions give $|A_{12}|=0.788$ bohr, and so does $|v_{12}/\omega_{12}|$ with the full commutator. Momentum alone gives $0.531$ bohr, 33\% too small relative to the full element. In this model the commutator term cannot be dropped.

\subsection{Centre and spread of a Wannier function}

Return to the local potential. A Wannier function $w$ of band 1 has $f_1=(a/2\pi)^{1/2}$ and no other amplitudes, in a phase choice that is smooth and periodic in $k$. Its gradient term vanishes, and Eq.~\eqref{eq:position} gives $(xw)_m=A_{m1}f_1$. With an overbar for the average over the zone,
\begin{equation}
\langle x\rangle=\overline{A_{11}},\qquad
\langle x^2\rangle=\sum_m|(xw)_m|^2\text{ integrated over }k
=\overline{A_{11}^2}+\sum_{m\neq1}\overline{\frac{|v_{m1}|^2}{\omega_{m1}^2}} .
\end{equation}
The spread consequently has two parts,
\begin{equation}
\langle x^2\rangle-\langle x\rangle^2
=\left(\overline{A_{11}^2}-\overline{A_{11}}^{\,2}\right)
+\sum_{m\neq1}\overline{\frac{|v_{m1}|^2}{\omega_{m1}^2}} .
\end{equation}
The first is a variance and cannot be negative. The second does not depend on the phases.

With 100 points in the zone, the centre is $-0.181$ bohr ($-0.096$ \AA), both from the average of $A_{11}$ and from integration of $x|w|^2$ in real space. Both routes also give $\langle x^2\rangle=1.356$ bohr$^2$, hence a spread of $1.3564-0.1807^2=1.324$ bohr$^2$ and a root-mean-square width of $1.15$ bohr ($0.61$ \AA). The interband part is $1.323$ bohr$^2$, of which band 2 supplies 95\%. The variation of $A_{11}$ adds $0.0008$ bohr$^2$. Keeping only the band-1 component of $xw$, that is only $A_{11}$, gives the correct centre but misses nearly all of the width. The other bands need not be computed to recover it: completeness gives $\sum_{m\neq1}|A_{m1}|^2=\langle\partial_ku_1|\partial_ku_1\rangle-A_{11}^2$, so the interband part also follows from the $k$ derivative of the band-1 cell function alone.
